# Multiphonon carrier capture with static coupling and the cancellation of supercell volume

## 1. What dimensions and translation symmetry fix

Let free carriers of density \(n\) meet empty defects of density \(N_D\). The capture coefficient \(C\) is defined by

\[
\frac{dn}{dt}=-C\,N_D\,n ,
\]

so it is a volume per time. Put one carrier and one defect in a volume \(V\), and let \(r\) be the rate at which this carrier is caught. Its density is \(1/V\), so the defect catches carriers at the rate \(C/V\). Hence

\[
C=V\,r .\tag{1}
\]

If \(C\) is a material property, \(r\) must fall as \(1/V\). Translation symmetry suggests why it does: a band state of the perfect crystal has the same weight in every cell, so its density near any one site is proportional to \(1/V\).

Capture can release its energy in several ways; here only the nonradiative channel is treated, in which the energy goes into vibrations. I describe them by one mass-weighted coordinate \(Q\), with kinetic energy \(P^2/2\), and use atomic units (\(\hbar=1\)) in the algebra. If a coupling \(W\,(Q-Q_0)\) connects the two electronic states, a second-order rate has the form

\[
C=2\pi\,V|W|^2\,M ,\tag{2}
\]

where \(M\) has the dimension \(Q^2\)/energy. Only \(|W|^2\) can appear, because the phases of the two electronic states are arbitrary. It remains to find \(W\) and \(M\), and to show that \(V|W|^2\) has a limit.

## 2. Two electronic states frozen at one geometry

Let \(h(Q)\) be the one-particle Hamiltonian of the carrier. At a chosen geometry \(Q_0\),

\[
h(Q_0)\psi_i=\varepsilon_i\psi_i,\qquad h(Q_0)\psi_f=\varepsilon_f\psi_f ,
\]

with \(\psi_i\) at the band edge and \(\psi_f\) the localized defect state. These two functions serve as the basis at every \(Q\); this is the static approximation. Since they do not depend on \(Q\), the vibrational kinetic energy does not connect them. To first order,

\[
h(Q)=h(Q_0)+(Q-Q_0)\,\partial h/\partial Q ,
\]

and since \(\langle\psi_i|h(Q_0)|\psi_f\rangle=0\), the off-diagonal element is

\[
H_{if}=W\,(Q-Q_0),\qquad W=\langle\psi_i|\partial h/\partial Q|\psi_f\rangle .\tag{3}
\]

Thus \(Q_0\) is the geometry at which the basis diagonalizes \(h\), and not a free origin. Changing \(Q_0\) in (3) alone would add a constant times the vibrational overlap, which is in general not zero when the two minima differ.

A supercell calculation often supplies the change of \(\psi_f\) instead of \(\partial h/\partial Q\). Differentiate \((h-\varepsilon_f)\psi_f=0\), now letting \(\psi_f\) follow \(Q\):

\[
\left(\frac{\partial h}{\partial Q}-\frac{\partial\varepsilon_f}{\partial Q}\right)\psi_f+(h-\varepsilon_f)\frac{\partial\psi_f}{\partial Q}=0 .
\]

Projection on \(\psi_i\) removes the term with \(\partial\varepsilon_f/\partial Q\) by orthogonality and gives

\[
W=(\varepsilon_f-\varepsilon_i)\langle\psi_i|\partial\psi_f/\partial Q\rangle .\tag{4}
\]

Projection on \(\psi_f\) removes the last term instead and gives the slope of the level, \(F=\partial\varepsilon_f/\partial Q=\langle\psi_f|\partial h/\partial Q|\psi_f\rangle\).

The diagonal elements, including the elastic energy of the lattice, are taken as parabolas with minima \(Q_i,Q_f\) and frequencies \(\Omega_i,\Omega_f\). Their vibrational states are \(\chi_{im}\) and \(\chi_{fn}\).

## 3. From one transition to the capture coefficient

For a coupling element \(v\) and an energy mismatch \(\Delta\), the first-order transition probability is

\[
|v|^2\left|\int_0^t e^{i\Delta t'}dt'\right|^2=|v|^2\,\frac{4\sin^2(\Delta t/2)}{\Delta^2}\;\to\;2\pi t\,|v|^2\delta(\Delta).
\]

The last form holds under an integral over \(\Delta\): the peak has area \(2\pi t\) and a width of order \(1/t\). The probability grows linearly, with rate \(2\pi|v|^2\delta(\Delta)\).

Here \(v=W\langle\chi_{im}|Q-Q_0|\chi_{fn}\rangle\). Let \(\Delta E>0\) be the zero-phonon energy, from the lowest vibrational level of the initial state to that of the final state. If vibrations thermalize faster than capture, level \(m\) has the weight \(w_m=(1-e^{-\Omega_i/kT})e^{-m\Omega_i/kT}\). With \(g\) equivalent final states, (1) gives

\[
C=2\pi gV|W|^2\sum_{m,n}w_m\,|\langle\chi_{im}|Q-Q_0|\chi_{fn}\rangle|^2\,\delta(\Delta E+m\Omega_i-n\Omega_f).\tag{5}
\]

This is the static-coupling formula. In ordinary units the prefactor is \(2\pi/\hbar\) and phonon energies are \(\hbar\Omega\).

A single mode has a discrete spectrum, so (5) is a comb of spikes. The omitted modes supply the continuum, represented by a normalized Gaussian of width \(\sigma\) in place of \(\delta\). It must be wide enough to bridge the comb and narrow compared with the energy over which the weights change strongly.

The golden rule was tested by explicit quantum decay, with the phonon energy as unit. A state \(m=0\), lying 3.5 above the final ground level, was coupled to a ladder with Huang–Rhys factor 2, broadened by 0.5 and represented by dense discrete levels. For a predicted rate of 0.01, the simulated decay was 0.9997 of the prediction.

## 4. Volume: the plane-wave case, then the true band edge

Take first a carrier that does not feel the defect. Its state is \(\psi_i=V^{-1/2}u(\mathbf r)\), with \(u\) periodic and of unit mean square. Then

\[
V|W|^2=\left|\int u^*(\mathbf r)\,\frac{\partial h}{\partial Q}\,\psi_f(\mathbf r)\,d^3r\right|^2 .\tag{6}
\]

The factor \(V\) has cancelled. The integral converges because \(\psi_f\) is localized, and it does not grow with the cell if \(Q\) describes a fixed, local distortion.

The real \(\psi_i\) is scattered by the defect. Equation (6) still holds with \(u=V^{1/2}\psi_i\), but now \(u\) itself depends on the cell. The volume cancels as \(V\to\infty\) if \(u\) tends to a finite function near the defect. \(\Delta E\), \(\Delta Q\) and the frequencies must converge too.

A solvable case shows the limit and the error. Take a cubic lattice of \(N_s=L^3\) sites with spacing \(a\), hopping \(-t\), band energies \(\varepsilon_{\mathbf k}\) and one site of energy \(U<0\). Away from the unperturbed band energies, the eigenvalue equation \((E-h_0)\psi=U\psi(0)|0\rangle\) gives

\[
\psi=U\psi(0)\,(E-h_0)^{-1}|0\rangle .
\]

Its component on site 0 and its normalization are

\[
\frac1U=\frac1{N_s}\sum_{\mathbf k}\frac1{E-\varepsilon_{\mathbf k}},\qquad
|\psi(0)|^{-2}=\frac{U^2}{N_s}\sum_{\mathbf k}\frac1{(E-\varepsilon_{\mathbf k})^2}.\tag{7}
\]

A root below the band is the defect level. The band-edge state has \(E=\varepsilon_0+\delta\) with small \(\delta\). Separate \(\mathbf k=0\) in the first sum and set \(\delta=0\) in the rest:

\[
\frac1U=\frac1{N_s\delta}+G'_L,\quad G'_L=\frac1{N_s}\sum_{\mathbf k\ne0}\frac1{\varepsilon_0-\varepsilon_{\mathbf k}}
\;\Rightarrow\; N_s\delta=\frac{U}{1-UG'_L}.
\]

So \(\delta\propto L^{-3}\). In the second sum \(\mathbf k=0\) contributes \(1/(N_s\delta^2)\propto L^3\). The others contribute of order \(L\), since the smallest \(\varepsilon_{\mathbf k}-\varepsilon_0\) scale as \(L^{-2}\). Up to relative corrections of order \(L^{-2}\),

\[
N_s|\psi_i(0)|^2=\frac{(N_s\delta)^2}{U^2}=\frac1{(1-UG'_L)^2}\;\to\;\frac1{(1-UG_0)^2},\tag{8}
\]

where \(G_0\) is the infinite-lattice integral that replaces \(G'_L\). The difference \(G'_L-G_0\) comes from the singularity \(-1/(ta^2k^2)\) at \(\mathbf k=0\). In a sum with mesh \(2\pi/(La)\), each point carries a volume \(\propto L^{-3}\) and a value \(\propto L^2\), so \(G'_L-G_0=c/(tL)\) to leading order, with \(c\) a pure number. Cancellation is therefore asymptotic, with a leading error of order \(1/L\).

Setting \(U=0\) in (8) returns \(N_s|\psi_i(0)|^2=1\), the plane-wave case. At the other special value, \(UG_0=1\), the defect level just reaches the band edge; the limit diverges and the argument fails.

If only the defect site energy depends on \(Q\), with slope \(u_1\), then \(W=u_1\psi_i^*(0)\psi_f(0)\) and, with \(V=N_sa^3\),

\[
V|W|^2\to a^3u_1^2\,\frac{|\psi_f(0)|^2}{(1-UG_0)^2}.\tag{9}
\]

## 5. Equal frequencies: the coupling acts at the crossing

Set \(\Omega_i=\Omega_f=\Omega\) and write \(\Delta Q=Q_f-Q_i\), \(\bar Q=(Q_i+Q_f)/2\). Measure each vibrational Hamiltonian from its own minimum. The kinetic and quadratic terms cancel in the difference:

\[
H_i-H_f=\tfrac12\Omega^2\left[(Q-Q_i)^2-(Q-Q_f)^2\right]=\Omega^2\Delta Q\,(Q-\bar Q).
\]

Between \(\chi_{im}\) and \(\chi_{fn}\) the left side gives \((m-n)\Omega\) times the overlap. With \(p=n-m\),

\[
\langle\chi_{im}|Q-Q_0|\chi_{fn}\rangle=(Q_x-Q_0)\langle\chi_{im}|\chi_{fn}\rangle,\qquad Q_x=\bar Q-\frac{p}{\Omega\Delta Q}.\tag{10}
\]

The two parabolas, with their electronic offset, cross where \(\Delta E+\Omega^2\Delta Q(Q-\bar Q)=0\). For \(\Delta E=p\Omega\) this is \(Q=Q_x\). The linear coupling is thus evaluated at the crossing, even when the nuclei tunnel.

What remains is the thermal overlap weight \(F_p=\sum_m w_m|\langle\chi_{im}|\chi_{f,m+p}\rangle|^2\). Form the generating function

\[
\mathcal F(\tau)=\sum_pF_pe^{ip\Omega\tau}=\langle e^{-iH_i\tau}e^{iH_f\tau}\rangle ,
\]

with the thermal average over \(H_i\). Let \(D(\beta)=e^{\beta b^\dagger-\beta^*b}\), with \(b\) the lowering operator of \(H_i\). Then \(H_f=D(\alpha)H_iD(-\alpha)\) with \(\alpha=\Delta Q\sqrt{\Omega/2}\), and \(\alpha^2=S=\Omega\Delta Q^2/2\) is the Huang–Rhys factor. Since \(e^{-iH_i\tau}b^\dagger e^{iH_i\tau}=b^\dagger e^{-i\Omega\tau}\),

\[
\mathcal F=\langle D(\alpha e^{-i\Omega\tau})D(-\alpha)\rangle
=e^{iS\sin\Omega\tau}\langle D(\beta)\rangle,\quad \beta=\alpha(e^{-i\Omega\tau}-1).
\]

The phase is half the commutator of the two exponents. For the average, order the operators: \(D(\beta)=e^{-|\beta|^2/2}e^{\beta b^\dagger}e^{-\beta^*b}\). With \(x=e^{-\Omega/kT}\) and \(N=x/(1-x)\),

\[
\langle b^{\dagger k}b^k\rangle=(1-x)\sum_m\frac{m!}{(m-k)!}x^m=k!\,N^k ,
\]

so the series sums to \(\langle D(\beta)\rangle=e^{-|\beta|^2(N+1/2)}\). Inserting \(|\beta|^2=2S(1-\cos\Omega\tau)\) and collecting exponentials,

\[
\mathcal F=\exp\left[-S(2N+1)+S(N+1)e^{i\Omega\tau}+SNe^{-i\Omega\tau}\right].\tag{11}
\]

The expansion \(e^{(z/2)(y+1/y)}=\sum_pI_p(z)y^p\), with \(z=2S\sqrt{N(N+1)}\) and \(y=\sqrt{(N+1)/N}\,e^{i\Omega\tau}\), yields

\[
F_p=e^{-S(2N+1)}\left(\frac{N+1}{N}\right)^{p/2}I_p(z),
\]
\[
C=2\pi gV|W|^2\sum_p[Q_x(p)-Q_0]^2F_p\,\delta(\Delta E-p\Omega).\tag{12}
\]

**Weak displacement.** At \(T=0\), \(F_p=e^{-S}S^p/p!\). With \(Q_0=Q_i\), (10) reads \(Q_x-Q_0=(\Delta Q/2)(1-p/S)\), and the squared matrix element is

\[
\frac{S}{2\Omega}\left(1-\frac pS\right)^2\frac{e^{-S}S^p}{p!}.
\]

As \(S\to0\), \(p=1\) gives \(1/(2\Omega)\) and every other \(p\) gives zero. This is the one-phonon rule of an undisplaced oscillator.

**High temperature.** By (11), \(p\) is distributed like the difference of two independent Poisson numbers with means \(S(N+1)\) and \(SN\). Its mean is \(S\), its variance \(S(2N+1)\), its third central moment \(S\). For \(kT\gg\Omega\), \(2N+1\to2kT/\Omega\), the relative skewness vanishes, and within a few widths of the mean

\[
\frac{F_p}{\Omega}\to\frac{1}{\sqrt{4\pi\lambda kT}}\exp\left[-\frac{(\Delta E-\lambda)^2}{4\lambda kT}\right],\qquad \lambda=S\Omega .\tag{13}
\]

The exponent contains the classical barrier \((\Delta E-\lambda)^2/4\lambda\), the height of the crossing above the initial minimum.

## 6. One Hamiltonian, all parameters

Choose \(t=1\) eV, \(a=3\) Å, \(U=-5.5\) eV, \(u_1=1\) eV/(amu\(^{1/2}\) Å), a phonon energy of 0.04 eV, \(Q_0=Q_i\) and \(g=1\) (spin is conserved). The level lies \(B=0.732\) eV below the band edge at \(Q_0\) and has the weight 0.709 on the defect site.

With \(G_0=-0.2527\) eV\(^{-1}\), \(1-UG_0=-0.390\), so the band-edge density at the defect is \(1/0.390^2\approx6.57\) times the plane-wave value. Equation (9) gives

\[
V|W|^2\to27\times1^2\times0.7091\times6.574\approx125.9\ \text{eV}^2\,\text{Å/amu}.
\]

| \(L\) (sites) | \(\lvert W\rvert^2\) (eV²/(amu Å²)) | \(V\lvert W\rvert^2\) (eV² Å/amu) | excess over limit |
|---|---|---|---|
| 10 | 8.68×10⁻³ | 234.3 | 86% |
| 40 | 8.56×10⁻⁵ | 147.9 | 17% |
| 160 | 1.18×10⁻⁶ | 131.0 | 4.1% |

From first to last row the volume grows 4096-fold, while the product falls by a factor of 1.8. The excess halves when \(L\) doubles from 80 (8.3%) to 160, as a \(1/L\) error should. Removing that term gives \(2\times130.996-136.369\approx125.6\), within 0.2% of the limit.

The error is large because \(1-UG_0\) is small. Expanding (8), the relative excess is \(2Uc/[(1-UG_0)tL]\), about \(28c/L\) here. The last row then implies \(c\approx0.23\), an unremarkable number. In this model a cell 30 Å wide overestimates \(C\) by 86% if the vibrational factors are held fixed.

Next the vibrations. The band state exerts a force of order \(1/V\), which vanishes. With \(x=Q-Q_i\), the final energy relative to the initial minimum is

\[
\tfrac12\Omega^2x^2-B+Fx=\tfrac12\Omega^2\left(x+\frac{F}{\Omega^2}\right)^2-B-\frac{F^2}{2\Omega^2}.
\]

Hence \(\Delta Q=-F/\Omega^2\), \(\lambda=F^2/2\Omega^2\) and \(\Delta E=B+\lambda\). The slope is \(F=u_1|\psi_f(0)|^2=0.709\) eV/(amu\(^{1/2}\) Å), and \(\Omega^2=0.383\) eV/(amu Å²). So \(\Delta Q=-1.85\) amu\(^{1/2}\) Å, \(\lambda=0.657\) eV, \(S=16.4\) and \(\Delta E=1.389\) eV, or 34.7 phonons. The crossing is at \(Q_x-Q_0=B/F=1.03\) amu\(^{1/2}\) Å, and the barrier is \(0.732^2/(4\times0.657)=0.204\) eV.

## 7. Reading the capture coefficient

With \(V|W|^2\) at its limit and \(\sigma=0.020\) eV, (5) gives at 300 K

\[
C=6.9\times10^{15}\ \text{Å}^3/\text{s}=6.9\times10^{-9}\ \text{cm}^3/\text{s}.
\]

Changing \(\sigma\) to 0.016 or 0.030 eV moves this by −5% or +4%.

This value, like all values of \(C\) below, is for a carrier at the band edge. A thermal carrier brings on average \(3kT/2\approx0.039\) eV at 300 K, about one more phonon to emit. Averaging (5) over the thermal band states would lower \(C\) in this model by roughly a third at 300 K, and by less at 100 K.

The classical estimate uses (13) with \(kT=0.02585\) eV. The density is \(e^{-7.89}/\sqrt{4\pi\times0.657\times0.02585}\approx8.1\times10^{-4}\) eV\(^{-1}\), and

\[
C_{\rm cl}=\frac{2\pi}{\hbar}\times125.9\times1.03^2\times8.1\times10^{-4}\approx1.0\times10^{15}\ \text{Å}^3/\text{s},
\]

nearly seven times too small. At 300 K, \(2N+1=\coth(\Omega/2kT)\approx1.54\), so the phonon-number distribution has the width \(\sqrt{16.4\times1.54}\approx5.0\). The required 34.7 phonons lie 3.6 widths above the mean of 16.4. Zero-point motion widens the distribution beyond its classical width, and its positive skewness lifts this upper tail; (13) omits both.

At 100 K and 600 K, the band-edge \(C\) is \(1.1\times10^{15}\) and \(5.0\times10^{16}\) Å³/s. From 100 to 300 K it rises sixfold, whereas the classical exponential alone would rise by about \(7\times10^6\). At 100 K capture in this model proceeds by tunnelling, and at 300 K most of it still comes from vibrational levels below the barrier.

A 10% softer final mode, with \(\Delta E\), \(\Delta Q\), \(V|W|^2\) and \(\sigma\) fixed, lowers \(C\) at 300 K to \(3.1\times10^{13}\) Å³/s, a factor of 220. If the 0.002 eV difference between the two zero-point energies is neglected, the crossing condition, in eV and amu\(^{1/2}\) Å,

\[
0.191x^2+1.389=0.81\times0.191\,(x+1.853)^2,
\]

has its nearer root at \(x\approx1.67\). The barrier rises from 0.20 to about 0.53 eV, which explains the direction of the change. Its size depends on what is held fixed. If \(B\) and \(F\) are kept instead, \(\Delta Q\) and \(\Delta E\) shift with the frequency, the crossing moves only to \(x\approx1.09\) and the barrier only to about 0.23 eV. The frequencies, \(\Delta Q\) and \(\Delta E\) must therefore belong to the same pair of potential curves.

The linear expansion is also strained. By (7) the level merges with the band when the site energy reaches \(1/G_0=-3.96\) eV, at \(Q-Q_0=1.54\) amu\(^{1/2}\) Å; the linear level gets there at 1.03. The true level bends, and where it meets the band the elastic energy is \(0.383\times1.543^2/2\approx0.46\) eV, more than twice the barrier of 0.20 eV found above. The quoted \(C\) therefore belongs to the linearized model and is not an estimate for the full one. The softer-mode crossing at \(x\approx1.67\) lies even beyond the merging point. If \(B\to0\) with \(F\) and \(V|W|^2\) held fixed, (10) puts the crossing at \(Q_0\), where the static coupling vanishes by construction. The two states are then degenerate at the expansion point, and the resulting suppression of (5) should not be read as absence of capture. In the lattice model these quantities do not stay fixed: \(F\) and \(S\) shrink with \(B\) while the limit (9) diverges, and the argument of Section 4 fails.

The band mass in this model is \(\hbar^2/(2ta^2)\approx0.423\) electron masses. A charged centre breaks the assumption of no long-range field. For a singly charged attractive centre the Coulomb density enhancement for slow carriers is about \(2\pi\sqrt{R/E}\), with \(R\) the effective Rydberg and \(E\) the carrier energy. Its Maxwell average is \(4\sqrt{\pi R/kT}\). For a dielectric constant of 10 and this mass, \(R\approx0.058\) eV, so \(C\) would rise roughly tenfold at 300 K if the short-range enhancement, the bound state and the vibrational factors were unchanged by the Coulomb field; a repulsive centre would lower it. A supercell value of \(V|W|^2\) for a charged defect must therefore be referred to a known carrier density at the defect before such a factor is applied. The full set of computed values is in the numerical output below.

## Table of computed values

```
hopping t = 1.00 eV; lattice spacing = 3.00 angstrom
site energy U = -5.50 eV; phonon energy = 0.040 eV
site-energy slope = 1.00 eV/(amu^0.5 angstrom)
edge Green function G0 = -0.25273 1/eV
level depth below band edge at Q0 = 0.7323 eV
bound-state weight on defect site = 0.7091
band-edge density enhancement at site = 6.574
Supercells: L/spacing, |W|^2 [eV^2/(amu angstrom^2)],
  V|W|^2 [eV^2 angstrom/amu], relative excess over limit
    10  8.6769e-03    234.276    0.8613
    20  8.0492e-04    173.864    0.3813
    40  8.5569e-05    147.863    0.1748
    80  9.8646e-06    136.369    0.0834
   160  1.1845e-06    130.996    0.0407
V|W|^2 infinite-volume limit = 125.867 eV^2 angstrom/amu
V|W|^2 extrapolated from 80, 160 = 125.624 eV^2 angstrom/amu
level slope F = 0.7091 eV/(amu^0.5 angstrom)
Omega^2 = 0.3828 eV/(amu angstrom^2)
Delta Q = Qf - Qi = -1.8527 amu^0.5 angstrom
relaxation energy = 0.6569 eV
Huang-Rhys factor S = 16.422
zero-phonon energy Delta E = 1.3892 eV
Delta E / phonon energy = 34.730
crossing Qx - Q0 = 1.0327 amu^0.5 angstrom
true level-band merging Q - Q0 = 1.5432 amu^0.5 angstrom
classical barrier = 0.2041 eV
Capture coefficient, sigma = 0.020 eV:
  T = 100 K: C = 1.1056e+15 angstrom^3/s = 1.106e-09 cm^3/s
  T = 300 K: C = 6.8785e+15 angstrom^3/s = 6.878e-09 cm^3/s
  T = 600 K: C = 4.9855e+16 angstrom^3/s = 4.986e-08 cm^3/s
Broadening dependence at 300 K:
  sigma = 0.016 eV: C = 6.5563e+15 angstrom^3/s
  sigma = 0.020 eV: C = 6.8785e+15 angstrom^3/s
  sigma = 0.030 eV: C = 7.1727e+15 angstrom^3/s
classical C at 300 K = 1.0339e+15 angstrom^3/s
final/initial frequency ratio in softer case = 0.90
C at 300 K, softer final mode = 3.1324e+13 angstrom^3/s
decay test: simulated/golden-rule rate = 0.9997
```
